# Stretching the disulfide bond of HSSH: one configuration or two: a numerical check

```python
"""
Result under test: on stretching the S-S bond of HSSH, the closed-shell
determinant sigma^2 tends to two half-filled HS fragments (too high), while
c1 sigma^2 + c2 sigma*^2 tends to two restricted open-shell HS radicals.
Symbols: R = S-S distance; a, b = (sigma +- sigma*)/sqrt(2), local orbitals;
E1, E2 = energies of the two configurations; K = (sigma sigma*|sigma sigma*);
Jaa, Jbb, Jab = Coulomb integrals of a and b.
Energies are in hartree inside the program, and mostly eV in the output.
"""
import os
for name in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[name] = "1"
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const
from pyscf import gto, scf, mcscf, mp, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
SH_NM, ANGLE_DEG = 0.134, 98.0
DISTANCES_NM = [0.206, 0.25, 0.32, 0.42, 1.20]
BASIS = "def2-svp"


def show(text):
    print(text, flush=True)


def disulfide(r_nm, basis=BASIS):
    """S-S along z, dihedral angle 90 degrees; atoms ordered by fragment."""
    r, d = r_nm / BOHR_NM, SH_NM / BOHR_NM
    s, c = np.sin(np.radians(ANGLE_DEG)), np.cos(np.radians(ANGLE_DEG))
    atoms = [("S", (0, 0, 0)), ("H", (d * s, 0, d * c)),
             ("S", (0, 0, r)), ("H", (0, d * s, r - d * c))]
    return gto.M(atom=atoms, unit="Bohr", basis=basis, verbose=0)


def fragment(charge=0, basis=BASIS):
    atoms = [("S", (0, 0, 0)), ("H", (0, 0, SH_NM / BOHR_NM))]
    return gto.M(atom=atoms, unit="Bohr", basis=basis, charge=charge,
                 spin=1 if charge == 0 else 0, verbose=0)


def carry_orbitals(orbitals, overlap):
    """Symmetric orthonormalization of old orbitals at a new geometry."""
    w, v = eigh(orbitals.T @ overlap @ orbitals)
    return orbitals @ (v / np.sqrt(w)) @ v.T


def closed_shell(mol, old_orbitals=None):
    repulsion = mol.intor("int2e", aosym="s8")     # computed once, then shared
    base = scf.RHF(mol)
    base._eri = repulsion
    solver = base.newton()
    solver._eri = repulsion
    solver.conv_tol = 1e-9
    solver.max_cycle = 60
    if old_orbitals is None:
        solver.kernel()
    else:
        occ = np.zeros(mol.nao_nr())
        occ[:mol.nelectron // 2] = 2
        start = carry_orbitals(old_orbitals, mol.intor("int1e_ovlp"))
        solver.kernel(start, occ)
    assert solver.converged
    order = np.argsort(-np.asarray(solver.mo_occ), kind="stable")
    mf = scf.RHF(mol)
    mf._eri = repulsion
    mf.mo_coeff = np.array(solver.mo_coeff)[:, order]
    mf.mo_occ = np.array(solver.mo_occ)[order]
    mf.mo_energy = np.array(solver.mo_energy)[order]
    mf.e_tot, mf.converged = solver.e_tot, True
    return mf


def half_filled_fragment(mol, rohf):
    """Spin-averaged functional with one electron, half up and half down,
    in the highest occupied orbital."""
    h, s, eri = rohf.get_hcore(), rohf.get_ovlp(), mol.intor("int2e")
    n = mol.nao_nr()
    coulomb_matrix = eri.reshape(n * n, n * n)
    exchange_matrix = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n).copy()
    density = (rohf.mo_coeff * rohf.mo_occ) @ rohf.mo_coeff.T
    occ = np.zeros(n)
    occ[:mol.nelectron // 2] = 2
    occ[mol.nelectron // 2] = 1
    for _ in range(400):
        coul = (coulomb_matrix @ density.ravel()).reshape(n, n)
        exch = (exchange_matrix @ density.ravel()).reshape(n, n)
        fock = h + coul - 0.5 * exch
        energy = 0.5 * np.sum(density * (h + fock)) + mol.energy_nuc()
        _, c = eigh(fock, s)
        new = (c * occ) @ c.T
        if np.abs(new - density).max() < 1e-7:
            return energy
        density = 0.5 * (density + new)
    raise AssertionError("half-filled fragment did not converge")


# --- separated fragments ---------------------------------------------------
radical = fragment()
rohf = scf.ROHF(radical).newton()
rohf.conv_tol = 1e-10
rohf.kernel()
assert rohf.converged
two_radicals = 2 * rohf.e_tot
two_half_filled = 2 * half_filled_fragment(radical, rohf)
ion_pair = closed_shell(fragment(1)).e_tot + closed_shell(fragment(-1)).e_tot
assert two_radicals < two_half_filled < ion_pair
show(f"basis {BASIS}; S-H {SH_NM:.3f} nm; H-S-S {ANGLE_DEG:.0f} deg; "
     "dihedral 90 deg")
show(f"two HS radicals, ROHF: {two_radicals:.6f} hartree")
show("energies below are relative to these two radicals")
show(f"RHF limit, two half-filled HS: "
     f"{(two_half_filled - two_radicals) * EV:.4f} eV")
show(f"closed-shell ions HS+ and HS-, far apart: "
     f"{(ion_pair - two_radicals) * EV:.3f} eV")

# --- closed-shell curve, followed outward ----------------------------------
rhf, orbitals = {}, None
for r in DISTANCES_NM:
    rhf[r] = closed_shell(disulfide(r), orbitals)
    orbitals = rhf[r].mo_coeff
show("RHF energies at R = " + ", ".join(f"{r:.3f}" for r in DISTANCES_NM)
     + " nm:")
show("  " + ", ".join(f"{(rhf[r].e_tot - two_radicals) * EV:.3f}"
                      for r in DISTANCES_NM) + " eV")

# --- two-configuration curve, followed inward ------------------------------
two, orbitals = {}, None
show("two-configuration results, from far to near:")
show("R (nm) | energy (eV) | n(sigma) | n(sigma*) | ionic probability")
for r in reversed(DISTANCES_NM):
    mf = rhf[r]
    mol = mf.mol
    overlap = mf.get_ovlp()
    guess = mf.mo_coeff if orbitals is None else carry_orbitals(orbitals,
                                                                overlap)
    mc = mcscf.CASSCF(mf, 2, 2)
    mc.fix_spin_(ss=0)
    mc.conv_tol = 1e-7
    mc.conv_tol_grad = 5e-4      # energy error is second order in the gradient
    mc.max_stepsize = 0.05
    mc.max_cycle_macro = 50
    mc.kernel(guess)
    assert mc.converged
    orbitals = mc.mo_coeff
    nc = mc.ncore
    ci = np.asarray(mc.ci).reshape(2, 2)
    assert np.abs(ci - ci.T).max() < 1e-4          # singlet
    weights, turn = np.linalg.eigh(0.5 * (ci + ci.T))
    order = np.argsort(-np.abs(weights))
    c1, c2 = weights[order] * np.sign(weights[order[0]])
    sig, sigstar = (orbitals[:, nc:nc + 2] @ turn[:, order]).T
    core = 2 * orbitals[:, :nc] @ orbitals[:, :nc].T

    def coulomb(pair1, pair2):
        return np.sum(pair1 * mf.get_jk(mol, pair2, hermi=1)[0])

    e1 = mf.energy_tot(dm=core + 2 * np.outer(sig, sig))
    e2 = mf.energy_tot(dm=core + 2 * np.outer(sigstar, sigstar))
    cross = 0.5 * (np.outer(sig, sigstar) + np.outer(sigstar, sig))
    k = coulomb(cross, cross)
    root = 0.5 * (e1 + e2) - np.hypot(0.5 * (e2 - e1), k)
    assert abs(root - mc.e_tot) < 2e-6
    assert c1 * c2 < 0 < k

    a, b = (sig + sigstar) / np.sqrt(2), (sig - sigstar) / np.sqrt(2)
    aa, bb = np.outer(a, a), np.outer(b, b)
    jaa, jbb, jab = coulomb(aa, aa), coulomb(bb, bb), coulomb(aa, bb)
    assert abs(k - (jaa + jbb - 2 * jab) / 4) < 1e-8

    to_local = np.array([[1, 1], [1, -1]]) / np.sqrt(2)
    local = to_local @ np.diag([c1, c2]) @ to_local
    ionic = local[0, 0] ** 2 + local[1, 1] ** 2
    assert abs(ionic - (c1 + c2) ** 2 / 2) < 1e-10
    assert mc.e_tot < mf.e_tot + 1e-7 and mf.e_tot < e1 + 1e-6

    axial = [i for i, lab in enumerate(mol.ao_labels(fmt=None))
             if lab[1] == "S" and lab[2].endswith("p") and lab[3] == "z"]
    p_share = np.sum(sig[axial] * (overlap @ sig)[axial])
    if r < 0.5:
        assert p_share > 0.5                       # active pair is the S-S bond
    two[r] = dict(e=mc.e_tot, c1=c1, c2=c2, e1=e1, e2=e2, k=k, jaa=jaa,
                  jab=jab, ionic=ionic, p=p_share)
    show(f"{r:.3f} | {(mc.e_tot - two_radicals) * EV:.3f} | "
         f"{2 * c1**2:.4f} | {2 * c2**2:.4f} | {ionic:.4f}")

near, middle, far = DISTANCES_NM[0], DISTANCES_NM[2], DISTANCES_NM[-1]
show("R (nm) | E1 (eV) | E2 (eV) | K (eV) | c1 | c2")
for r in (near, middle, far):
    t = two[r]
    show(f"{r:.3f} | {(t['e1'] - two_radicals) * EV:.3f} | "
         f"{(t['e2'] - two_radicals) * EV:.3f} | {t['k'] * EV:.3f} | "
         f"{t['c1']:.4f} | {t['c2']:.4f}")
show(f"S p-axial share of sigma at {near:.3f} nm: {two[near]['p']:.3f}")

# --- the separated limit ---------------------------------------------------
mf = rhf[far]
density, overlap = mf.make_rdm1(), mf.get_ovlp()
n = mf.mol.nao_nr() // 2
between = density.copy()
between[:n, :n] = 0
between[n:, n:] = 0
exchange_tail = -0.25 * np.sum(between * mf.get_jk(mf.mol, between, hermi=1)[1])
point_tail = -0.5 * BOHR_NM / far
variance = 0.5 * np.trace(density[:n, n:] @ overlap[n:, n:]
                          @ density[n:, :n] @ overlap[:n, :n])
rhf_without_tail = mf.e_tot - exchange_tail
show(f"at {far:.2f} nm:")
show(f"  Jaa: {two[far]['jaa'] * EV:.3f} eV")
show(f"  Jab: {two[far]['jab'] * EV:.3f} eV")
show(f"  RHF number variance on one fragment: {variance:.4f}")
show(f"  RHF exchange between fragments: {exchange_tail * EV:.4f} eV")
show(f"  point-charge value -1/(2R): {point_tail * EV:.4f} eV")
show(f"  RHF without that exchange: "
     f"{(rhf_without_tail - two_radicals) * EV:.4f} eV")
show(f"  orbital relaxation E1 - E_RHF: "
     f"{(two[far]['e1'] - mf.e_tot) * EV:.3f} eV")
show(f"  two-config minus two radicals: "
     f"{(two[far]['e'] - two_radicals) * EV * 1000:.3f} meV")
assert abs(variance - 0.5) < 1e-3
assert abs(exchange_tail / point_tail - 1) < 0.03
assert abs(rhf_without_tail - two_half_filled) < 5e-4
assert abs(two[far]["e"] - two_radicals) < 5e-5
assert abs(two[far]["e1"] - two[far]["e"] - two[far]["k"]) < 1e-4
assert abs(two[far]["ionic"]) < 1e-4


# --- size of what the model leaves out -------------------------------------
def open_shell(mol):
    u = scf.UHF(mol)
    u.conv_tol = 1e-9
    u.kernel()
    assert u.converged
    return u


def mp2_energy(mf, frozen):
    solver = mp.MP2(mf, frozen=frozen)
    solver.kernel()
    return solver.e_tot


bond_two = two_radicals - two[near]["e"]
bond_rhf = two_radicals - rhf[near].e_tot
bond_mp2 = (2 * mp2_energy(open_shell(radical), 5)
            - mp2_energy(rhf[near], 10))
D_EXPONENT, F_EXPONENT = 1.5, 0.55
richer = {"S": list(gto.basis.load(BASIS, "S"))
          + [[2, [D_EXPONENT, 1.0]], [3, [F_EXPONENT, 1.0]]], "H": BASIS}
bond_richer = (2 * mp2_energy(open_shell(fragment(basis=richer)), 5)
               - mp2_energy(closed_shell(disulfide(near, richer)), 10))
diffuse = "def2-svpd"
affinity = (mp2_energy(open_shell(fragment(basis=diffuse)), 5)
            - mp2_energy(closed_shell(fragment(-1, diffuse)), 5))
ION_RADIUS_NM, PERMITTIVITY, BATH_K = 0.20, 78.0, 298.0
born = 0.5 * (1 - 1 / PERMITTIVITY) * BOHR_NM / ION_RADIUS_NM
thermal_ev = const.k * BATH_K / const.e

show(f"bond energy from {near:.3f} nm to two radicals:")
show(f"  RHF molecule, ROHF radicals: {bond_rhf * EV:.3f} eV")
show(f"  two-config: {bond_two * EV:.3f} eV")
show(f"  MP2, {BASIS}: {bond_mp2 * EV:.3f} eV")
show(f"  MP2 minus two-config: {(bond_mp2 - bond_two) * EV:.3f} eV")
show(f"  MP2 with extra d ({D_EXPONENT}) and f ({F_EXPONENT}) on S: "
     f"{bond_richer * EV:.3f} eV")
show(f"  MP2 change from extra functions: "
     f"{(bond_richer - bond_mp2) * EV:.3f} eV")
show(f"HS electron affinity, MP2/{diffuse}: {affinity * EV:.3f} eV")
show(f"Born inputs: radius {ION_RADIUS_NM:.2f} nm, "
     f"permittivity {PERMITTIVITY:.0f}")
show(f"Born hydration lowering of HS-: {born * EV:.2f} eV")
show(f"thermal energy at {BATH_K:.0f} K: {thermal_ev:.4f} eV")
assert bond_mp2 > bond_two > bond_rhf
print("tests ok")
```

Running it gives:

```
basis def2-svp; S-H 0.134 nm; H-S-S 98 deg; dihedral 90 deg
two HS radicals, ROHF: -795.911826 hartree
energies below are relative to these two radicals
RHF limit, two half-filled HS: 6.3912 eV
closed-shell ions HS+ and HS-, far apart: 11.140 eV
RHF energies at R = 0.206, 0.250, 0.320, 0.420, 1.200 nm:
  -1.468, -0.572, 1.751, 3.922, 5.786 eV
two-configuration results, from far to near:
R (nm) | energy (eV) | n(sigma) | n(sigma*) | ionic probability
1.200 | -0.000 | 1.0000 | 1.0000 | 0.0000
0.420 | -0.032 | 1.1115 | 0.8885 | 0.0031
0.320 | -0.353 | 1.5165 | 0.4835 | 0.0719
0.250 | -1.403 | 1.8762 | 0.1238 | 0.2590
0.206 | -1.844 | 1.9726 | 0.0274 | 0.3837
R (nm) | E1 (eV) | E2 (eV) | K (eV) | c1 | c2
0.206 | -1.464 | 25.467 | 3.220 | 0.9931 | -0.1171
0.320 | 1.914 | 6.757 | 4.015 | 0.8708 | -0.4917
1.200 | 5.922 | 5.922 | 5.922 | 0.7071 | -0.7071
S p-axial share of sigma at 0.206 nm: 0.963
at 1.20 nm:
  Jaa: 13.052 eV
  Jab: 1.208 eV
  RHF number variance on one fragment: 0.5000
  RHF exchange between fragments: -0.6050 eV
  point-charge value -1/(2R): -0.6000 eV
  RHF without that exchange: 6.3914 eV
  orbital relaxation E1 - E_RHF: 0.135 eV
  two-config minus two radicals: -0.030 meV
bond energy from 0.206 nm to two radicals:
  RHF molecule, ROHF radicals: 1.468 eV
  two-config: 1.844 eV
  MP2, def2-svp: 2.412 eV
  MP2 minus two-config: 0.568 eV
  MP2 with extra d (1.5) and f (0.55) on S: 2.818 eV
  MP2 change from extra functions: 0.405 eV
HS electron affinity, MP2/def2-svpd: 2.189 eV
Born inputs: radius 0.20 nm, permittivity 78
Born hydration lowering of HS-: 3.55 eV
thermal energy at 298 K: 0.0257 eV
tests ok
```
